# The period of a macrospin orbit from its solid angle: verification in Python

```python
"""
Result under test: an undamped macrospin orbit of energy E has the period
    T = (mu/gamma) * |d Omega / d E|,
where Omega is the solid angle enclosed by the orbit on the unit sphere.
Symbols: m unit vector of the moment, mu moment (eV/T), gamma gyromagnetic
ratio (rad/(ns T)), E energy (eV), field B = -(1/mu) grad E (T), and
dm/dt = -gamma m x B.  Times are in ns, solid angles in sr.
Periods are found by integrating the motion; solid angles are found from
level curves of the energy, without any dynamics.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import ellipk

# ---- inputs: rough typical values, in-plane free layer of a memory cell ----
length_nm, width_nm, thick_nm = 80.0, 40.0, 4.0
magnetization = 0.8e6          # A/m
B_p, B_n = 0.05, 0.80          # in-plane and normal anisotropy fields, T
damping = 0.005
stiffness = 15e-12             # exchange stiffness, J/m
temperature = 300.0            # K
fraction = 0.6                 # orbit energy / barrier

gamma = const.physical_constants["electron gyromag. ratio"][0] * 1e-9
volume_nm3 = np.pi / 4 * length_nm * width_nm * thick_nm
mu = magnetization * volume_nm3 * 1e-27 / const.e
barrier = mu * B_p / 2
kT = const.k * temperature / const.e


def cross(a, b):
    return np.array([a[1]*b[2] - a[2]*b[1],
                     a[2]*b[0] - a[0]*b[2],
                     a[0]*b[1] - a[1]*b[0]])


# ---- three energies with their gradients ----
def biaxial(m):
    return mu / 2 * (B_p * m[..., 1]**2 + B_n * m[..., 2]**2)


def biaxial_grad(m):
    return mu * np.stack([0 * m[..., 0], B_p * m[..., 1], B_n * m[..., 2]], -1)


def zeeman(m):
    return -mu * 0.1 * m[..., 2]


def zeeman_grad(m):
    return np.zeros_like(m) + np.array([0.0, 0.0, -0.1 * mu])


def lopsided(m):
    x, y, z = m[..., 0], m[..., 1], m[..., 2]
    return mu * (-0.06*x - 0.03*y - 0.10*z + 0.15*z**2 + 0.10*x*y + 0.12*y**3)


def lopsided_grad(m):
    x, y, z = m[..., 0], m[..., 1], m[..., 2]
    return mu * np.stack([-0.06 + 0.10*y, -0.03 + 0.10*x + 0.36*y**2,
                          -0.10 + 0.30*z], -1)


# ---- geometry: level curve around a centre, found by bisection on rays ----
def level_curve(energy, centre, level, n_phi=1200):
    seed = np.array([0., 1., 0.]) if abs(centre[1]) < 0.9 else np.array([1., 0., 0.])
    e1 = seed - (seed @ centre) * centre
    e1 /= np.linalg.norm(e1)
    e2 = cross(centre, e1)
    phi = 2 * np.pi * np.arange(n_phi) / n_phi
    ray = np.cos(phi)[:, None] * e1 + np.sin(phi)[:, None] * e2

    def point(theta):
        return np.cos(theta)[..., None] * centre + np.sin(theta)[..., None] * ray

    start = energy(centre) - level
    grid = np.linspace(0.0, 3.0, 400)
    inside = (energy(point(grid[:, None])) - level) * start > 0
    first_out = np.argmin(inside, axis=0)
    assert np.all(first_out > 0), "level curve does not surround the centre"
    low, high = grid[first_out - 1], grid[first_out]
    for _ in range(50):
        mid = (low + high) / 2
        within = (energy(point(mid)) - level) * start > 0
        low, high = np.where(within, mid, low), np.where(within, high, mid)
    theta = (low + high) / 2
    return theta, point(theta)


def solid_angle(energy, centre, level):
    theta, _ = level_curve(energy, centre, level)
    return 2 * np.pi * np.mean(1 - np.cos(theta))


def area_slope(energy, centre, level, step):
    return (solid_angle(energy, centre, level + step)
            - solid_angle(energy, centre, level - step)) / (2 * step)


def strip_integral(gradient, points):
    """Closed integral of dl/|tangential gradient| along the level curve."""
    n = len(points)
    wave = 1j * np.fft.fftfreq(n, 1 / n)[:, None]
    tangent = np.fft.ifft(wave * np.fft.fft(points, axis=0), axis=0).real
    g = gradient(points)
    g = g - np.sum(g * points, axis=1)[:, None] * points
    return 2 * np.pi * np.mean(np.linalg.norm(tangent, axis=1)
                               / np.linalg.norm(g, axis=1))


# ---- dynamics: one full turn, with the oriented solid angle swept ----
def one_turn(gradient, m0, centre, alpha=0.0):
    def velocity(m):
        field = -gradient(m) / mu
        torque = cross(m, field)
        return -gamma / (1 + alpha**2) * (torque + alpha * cross(m, torque))

    def rhs(t, s):
        m = s[:3]
        v = velocity(m)
        return np.append(v, centre @ cross(m, v) / (1 + centre @ m))

    normal = cross(m0, gradient(m0))
    normal = normal / np.linalg.norm(normal)

    def back(t, s):
        return (s[:3] - m0) @ normal if t > 0.01 else 1.0
    back.terminal, back.direction = True, 1
    run = solve_ivp(rhs, (0, 3.0), np.append(m0, 0.0), method="DOP853",
                    rtol=1e-11, atol=1e-12, events=back)
    assert len(run.t_events[0]) == 1, "orbit did not return"
    final = run.y_events[0][0]
    if alpha == 0.0:
        assert np.linalg.norm(final[:3] - m0) < 1e-6, "orbit is not closed"
    return run.t_events[0][0], final[:3], final[3]


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


x_axis, z_axis = np.array([1., 0., 0.]), np.array([0., 0., 1.])

# ---- test: uniform field ----
level = zeeman(z_axis) + 0.05 * mu
_, curve = level_curve(zeeman, z_axis, level)
T_uniform = one_turn(zeeman_grad, curve[0], z_axis)[0]
T_uniform_area = mu / gamma * area_slope(zeeman, z_axis, level, 1e-4 * mu)
assert close(T_uniform, 2 * np.pi / (gamma * 0.1), 1e-6)
assert close(T_uniform_area, T_uniform, 1e-6)

# ---- test: energy without symmetry, around a minimum and a maximum ----
th, ph = np.meshgrid(np.linspace(0.01, 3.13, 200), np.linspace(0, 6.28, 400))
sphere = np.stack([np.sin(th)*np.cos(ph), np.sin(th)*np.sin(ph), np.cos(th)],
                  -1).reshape(-1, 3)
values = lopsided(sphere)
lopsided_rows = []
for name, index, shift, sign in (("minimum", np.argmin(values), 0.05, 1),
                                 ("maximum", np.argmax(values), -0.08, -1)):
    centre = sphere[index]
    level = values[index] + shift * mu
    _, curve = level_curve(lopsided, centre, level)
    T_motion, _, swept = one_turn(lopsided_grad, curve[0], centre)
    slope = area_slope(lopsided, centre, level, 1e-4 * mu)
    assert close(mu / gamma * slope, sign * T_motion, 1e-4)
    assert close(mu / gamma * strip_integral(lopsided_grad, curve), T_motion, 1e-6)
    # the motion keeps lower energy on its left: + around minima, - around maxima
    assert close(swept, sign * solid_angle(lopsided, centre, level), 1e-6)
    lopsided_rows.append((name, T_motion, mu / gamma * slope, swept))


# ---- biaxial magnet: closed-form periods ----
def period_formula(energy_value):
    eps = 2 * energy_value / mu
    if eps < B_p:
        k2 = eps * (B_n - B_p) / (B_p * (B_n - eps))
        return 4 * ellipk(k2) / (gamma * np.sqrt(B_p * (B_n - eps)))
    k2 = B_p * (B_n - eps) / ((B_n - B_p) * eps)
    return 4 * ellipk(k2) / (gamma * np.sqrt((B_n - B_p) * eps))


table = []
for ratio in (0.1, 0.3, 0.6, 0.9, 0.99, 1.5, 4.0):
    centre = x_axis if ratio < 1 else z_axis
    sign = 1 if ratio < 1 else -1
    level = ratio * barrier
    _, curve = level_curve(biaxial, centre, level)
    T_motion = one_turn(biaxial_grad, curve[0], centre)[0]
    T_area = mu / gamma * area_slope(biaxial, centre, level, 2e-5 * barrier)
    assert close(T_area, sign * T_motion, 1e-4)
    assert close(period_formula(level), T_motion, 1e-6)
    table.append((ratio, solid_angle(biaxial, centre, level), T_area, T_motion))

# ---- the one-dimensional integral for the solid angle in a well ----
azimuth = 2 * np.pi * np.arange(4000) / 4000
g_phi = B_p * np.cos(azimuth)**2 + B_n * np.sin(azimuth)**2
omega_integral = 2 * np.pi * np.mean(1 - np.sqrt(1 - fraction * B_p / g_phi))
assert close(omega_integral, solid_angle(biaxial, x_axis, fraction * barrier), 1e-9)


# ---- limits: small orbits, and the approach to the barrier ----
def well_period(ratio):
    eps = ratio * B_p
    m0 = np.array([np.sqrt(1 - eps / B_n), 0.0, np.sqrt(eps / B_n)])
    return one_turn(biaxial_grad, m0, x_axis)[0]


T_small = 2 * np.pi / (gamma * np.sqrt(B_p * B_n))
assert close(well_period(1e-4), T_small, 1e-3)
saddle_rate = gamma * np.sqrt(B_p * (B_n - B_p))
per_decade = 2 * np.log(10) / saddle_rate
T_near4, T_near5 = well_period(1 - 1e-4), well_period(1 - 1e-5)
assert close(T_near5 - T_near4, per_decade, 5e-3)

# ---- main orbit ----
E0 = fraction * barrier
step = 0.01
omegas = [solid_angle(biaxial, x_axis, E0 + s) for s in (-step, 0.0, step)]
slope0 = (omegas[2] - omegas[0]) / (2 * step)
_, curve = level_curve(biaxial, x_axis, E0)
T0 = one_turn(biaxial_grad, curve[0], x_axis)[0]
assert close(mu / gamma * slope0, T0, 2e-3)   # finite step of 0.01 eV
k2_main = fraction * (B_n - B_p) / (B_n - fraction * B_p)

# ---- neglected effects, for the same orbit ----
T_damped, m_end, _ = one_turn(biaxial_grad, curve[0], x_axis, damping)
loss = E0 - biaxial(m_end)
T_plus, T_minus = period_formula(E0 + kT), period_formula(E0 - kT)
k_mode = np.pi / (length_nm * 1e-9)
B_exchange = 2 * stiffness * k_mode**2 / magnetization
pos = (np.arange(20000) + 0.5) / 20000 * length_nm * 1e-9
tilt = np.cos(k_mode * pos)
stiff_energy = stiffness * np.mean(np.gradient(tilt, pos)**2)
assert close(2 * stiff_energy / (magnetization * np.mean(tilt**2)), B_exchange, 1e-3)
mode_ratio = np.sqrt((B_p + B_exchange) * (B_n + B_exchange) / (B_p * B_n))
spacing = const.h / const.e / (T0 * 1e-9)

# ---- output ----
print(f"disc length, width, thickness: {length_nm:.0f}, {width_nm:.0f}, {thick_nm:.0f} nm")
print(f"volume: {volume_nm3:.0f} nm^3")
print(f"magnetization: {magnetization/1e6:.2f} MA/m")
print(f"anisotropy fields B_p, B_n: {B_p:.3f}, {B_n:.3f} T")
print(f"gamma: {gamma:.3f} rad/(ns T)")
print(f"moment mu: {mu:.3f} eV/T")
print(f"mu/gamma: {mu/gamma:.5f} eV ns")
print(f"barrier: {barrier:.4f} eV")
print(f"main orbit energy: {E0:.4f} eV ({fraction:.2f} of barrier)")
print(f"largest in-plane angle: {np.degrees(np.arcsin(np.sqrt(fraction))):.2f} deg")
print(f"largest out-of-plane angle: {np.degrees(np.arcsin(np.sqrt(fraction*B_p/B_n))):.2f} deg")
print(f"solid angle at E-0.01 eV: {omegas[0]:.6f} sr")
print(f"solid angle at E: {omegas[1]:.6f} sr")
print(f"solid angle at E+0.01 eV: {omegas[2]:.6f} sr")
print(f"dOmega/dE from these: {slope0:.5f} sr/eV")
print(f"period from solid angle: {mu/gamma*slope0:.5f} ns")
print(f"period from motion: {T0:.5f} ns")
print(f"elliptic parameter k^2: {k2_main:.5f}; K: {ellipk(k2_main):.5f}")
print(f"period from elliptic formula: {period_formula(E0):.5f} ns")
print(f"frequency: {1/T0:.4f} GHz")
print(f"small-orbit period: {T_small:.5f} ns")
print("E/barrier | cap solid angle (sr) | (mu/gamma)dOmega/dE (ns) | T motion (ns)")
for ratio, omega, T_area, T_motion in table:
    print(f"  {ratio:5.2f} | {omega:.5f} | {T_area:+.5f} | {T_motion:.5f}")
print(f"saddle rate lambda: {saddle_rate:.3f} 1/ns")
print(f"period gain per decade, formula: {per_decade:.5f} ns")
print(f"period gain from 1e-4 to 1e-5 below barrier, motion: {T_near5-T_near4:.5f} ns")
print(f"uniform field 0.1 T, period motion / area: {T_uniform:.5f} / {T_uniform_area:.5f} ns")
for name, T_motion, T_area, swept in lopsided_rows:
    print(f"lopsided energy, {name}: T motion {T_motion:.5f} ns, "
          f"(mu/gamma)dOmega/dE {T_area:+.5f} ns, swept {swept:+.5f} sr")
print(f"damping constant: {damping:.4f}")
print(f"energy lost in first damped turn: {loss:.4f} eV ({100*loss/E0:.1f} % of E)")
print(f"duration of first damped turn: {T_damped:.5f} ns ({100*(T_damped/T0-1):+.2f} %)")
print(f"kT at {temperature:.0f} K: {kT:.5f} eV; barrier/kT: {barrier/kT:.1f}")
print(f"period change for E+kT, E-kT: {100*(T_plus/T0-1):+.2f} %, {100*(T_minus/T0-1):+.2f} %")
print(f"exchange stiffness: {stiffness*1e12:.0f} pJ/m")
print(f"exchange field of first non-uniform mode: {B_exchange:.4f} T")
print(f"its small-angle frequency / uniform one (exchange only): {mode_ratio:.3f}")
print(f"quantum level spacing h/T: {spacing*1e6:.2f} micro-eV")
print("checks complete")
```

Output:

```
disc length, width, thickness: 80, 40, 4 nm
volume: 10053 nm^3
magnetization: 0.80 MA/m
anisotropy fields B_p, B_n: 0.050, 0.800 T
gamma: 176.086 rad/(ns T)
moment mu: 50.197 eV/T
mu/gamma: 0.28507 eV ns
barrier: 1.2549 eV
main orbit energy: 0.7530 eV (0.60 of barrier)
largest in-plane angle: 50.77 deg
largest out-of-plane angle: 11.17 deg
solid angle at E-0.01 eV: 0.513498 sr
solid angle at E: 0.521331 sr
solid angle at E+0.01 eV: 0.529199 sr
dOmega/dE from these: 0.78507 sr/eV
period from solid angle: 0.22380 ns
period from motion: 0.22380 ns
elliptic parameter k^2: 0.58442; K: 1.93308
period from elliptic formula: 0.22380 ns
frequency: 4.4683 GHz
small-orbit period: 0.17841 ns
E/barrier | cap solid angle (sr) | (mu/gamma)dOmega/dE (ns) | T motion (ns)
   0.10 | 0.07962 | +0.18343 | 0.18343
   0.30 | 0.24625 | +0.19563 | 0.19563
   0.60 | 0.52133 | +0.22380 | 0.22380
   0.90 | 0.85443 | +0.29824 | 0.29824
   0.99 | 0.98924 | +0.42967 | 0.42967
   1.50 | 4.71684 | -0.19163 | 0.19163
   4.00 | 3.30244 | -0.09734 | 0.09734
saddle rate lambda: 34.099 1/ns
period gain per decade, formula: 0.13505 ns
period gain from 1e-4 to 1e-5 below barrier, motion: 0.13504 ns
uniform field 0.1 T, period motion / area: 0.35682 / 0.35682 ns
lopsided energy, minimum: T motion 0.13443 ns, (mu/gamma)dOmega/dE +0.13443 ns, swept +0.93556 sr
lopsided energy, maximum: T motion 0.11607 ns, (mu/gamma)dOmega/dE -0.11607 ns, swept -1.38164 sr
damping constant: 0.0050
energy lost in first damped turn: 0.0977 eV (13.0 % of E)
duration of first damped turn: 0.21909 ns (-2.10 %)
kT at 300 K: 0.02585 eV; barrier/kT: 48.5
period change for E+kT, E-kT: +1.22 %, -1.15 %
exchange stiffness: 15 pJ/m
exchange field of first non-uniform mode: 0.0578 T
its small-angle frequency / uniform one (exchange only): 1.521
quantum level spacing h/T: 18.48 micro-eV
checks complete
```
